# Why a Positive Standard Free Energy Does Not Forbid Precursor Dissociation

An ideal gas at fixed temperature has no pressure scale of its own. Its molar volume is $V_m=RT/p$, so the change in chemical potential during a small compression,

$$d\mu=V_m\,dp=RT\,\frac{dp}{p},$$

depends on the relative change of pressure alone. Multiplying the pressure by a factor $\lambda$ therefore changes $\mu$ by an amount $f(\lambda)$ that does not depend on the starting pressure. Two successive changes must add, so $f(\lambda\lambda')=f(\lambda)+f(\lambda')$. The continuous solutions of this equation are $f(\lambda)=c\ln\lambda$, and the expression for $d\mu$ gives $c=RT$.

Now let a gaseous precursor dissociate into two different gases,

$$\mathrm{AB(g)}\rightleftharpoons\mathrm{A(g)}+\mathrm{B(g)}.$$

If all three partial pressures are multiplied by $\lambda$, each chemical potential changes by $RT\ln\lambda$. The reaction creates two moles of gas and consumes one, so its free energy changes by $(1+1-1)RT\ln\lambda=RT\ln\lambda$. This goes to $-\infty$ as $\lambda\to0$. The sign of a free energy quoted at one reference pressure therefore cannot, by itself, fix the direction of the reaction at all pressures.

## The belief and its appeal

The belief is this: if the standard free energy of dissociation, $\Delta G^\circ$, is positive at the working temperature, the precursor is thermodynamically stable and will not dissociate.

It resembles a correct rule. At constant temperature and pressure a reaction proceeds in the direction that lowers the Gibbs energy, so dissociation requires $\Delta G<0$. The belief puts $\Delta G^\circ$ in place of $\Delta G$. Near the standard pressure the substitution can even give a serviceable estimate: if $\Delta G^\circ$ is at least five times $RT$, less than a tenth of an initially pure precursor is dissociated at equilibrium at 1 bar. The trouble comes when that conclusion is carried to a low-pressure reactor.

A model precursor makes the question definite. Let its standard reaction enthalpy and entropy be $\Delta H^\circ=160$ kJ/mol and $\Delta S^\circ=140$ J/(mol K), both taken as independent of temperature, with standard pressure $p^\circ=1$ bar. At $T=800$ K,

$$\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ=160-800\times0.140=48\ \text{kJ/mol}.$$

Since $RT=6.65$ kJ/mol, this is about seven times $RT$. By the belief, the precursor should survive. At $10^{-3}$ bar, however, 65% of it is dissociated at equilibrium.

## The free energy that decides the direction

Integrating $d\mu=RT\,dp/p$ from the standard pressure to the actual partial pressure $p_i$ gives, for each gas,

$$\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p^\circ}.$$

In an ideal mixture each component has the chemical potential it would have alone at its partial pressure.

Start with one mole of pure AB and let a fraction $\alpha$ dissociate. The amounts are

$$n_{AB}=1-\alpha,\qquad n_A=n_B=\alpha,$$

and the Gibbs energy is $G=\sum_i n_i\mu_i$. The reaction free energy $\Delta G$ is the slope of $G$ with respect to the extent of reaction at fixed $T$ and total pressure $P$. With one initial mole, the extent in moles equals $\alpha$ numerically, so

$$\Delta G=\sum_i\frac{dn_i}{d\alpha}\mu_i+\sum_i n_i\frac{d\mu_i}{d\alpha}.$$

The second sum vanishes. To see this, use $d\mu_i=RT\,dp_i/p_i$ and $n_i/p_i=n_{\rm tot}/P$, which is the same for every component:

$$\sum_i n_i\frac{d\mu_i}{d\alpha}
=RT\,\frac{n_{\rm tot}}{P}\sum_i\frac{dp_i}{d\alpha}
=RT\,\frac{n_{\rm tot}}{P}\frac{dP}{d\alpha}=0.$$

In the first sum the derivatives are $-1$ for AB and $+1$ for A and B. Hence

$$\Delta G=\mu_A+\mu_B-\mu_{AB}
=\Delta G^\circ+RT\ln Q,\qquad
Q=\frac{p_Ap_B}{p_{AB}\,p^\circ},$$

where $\Delta G^\circ=\mu_A^\circ+\mu_B^\circ-\mu_{AB}^\circ$. One factor $p^\circ$ remains in the denominator because two product pressures are divided by one reactant pressure.

The standard value is thus the slope of $G$ at $Q=1$, for example when each gas has a partial pressure of 1 bar. A positive value says that such a mixture lowers its free energy by recombining. It does not describe the first dissociation of a pure precursor at a given pressure, where $Q$ starts from zero.

To express $Q$ through $\alpha$, note that the total amount is $1+\alpha$. The partial pressures are

$$p_{AB}=\frac{1-\alpha}{1+\alpha}P,\qquad p_A=p_B=\frac{\alpha}{1+\alpha}P,$$

and therefore

$$Q=\frac{\alpha^2}{(1+\alpha)^2}\,\frac{1+\alpha}{1-\alpha}\,\frac{P}{p^\circ}
=\frac{\alpha^2}{1-\alpha^2}\,\frac{P}{p^\circ}.$$

As $\alpha\to0$, $\ln Q\to-\infty$. With $\alpha$ treated as a continuous variable, the first dissociation of pure AB lowers $G$ however large and positive a finite $\Delta G^\circ$ may be. In a finite sample the favoured amount can still be less than one molecule: for one mole at 1 bar this happens when $\Delta G^\circ$ exceeds about $110\,RT$, far above the model's value. The cause is the entropy of mixing.

The model shows this even at 1 bar. For $\alpha=0.01$, $Q=1.0\times10^{-4}$ and

$$\Delta G=48.0-61.3=-13.3\ \text{kJ/mol},$$

so dissociation is still favourable. For $\alpha=0.20$, $Q=0.0417$ and

$$\Delta G=48.0-21.1=+26.9\ \text{kJ/mol},$$

so this mixture tends to recombine. Equilibrium lies between the two compositions.

Take the second mixture to $10^{-3}$ bar without changing its composition. Then $Q$ falls by a factor of 1000, $RT\ln Q$ falls by 45.9 kJ/mol, and

$$\Delta G=48.0-67.1=-19.1\ \text{kJ/mol}.$$

The same mixture now tends to dissociate further. The temperature, the molecules and $\Delta G^\circ$ are unchanged; the pressure has reversed the direction.

The source of the change is entropy. Ideal-gas enthalpies do not depend on pressure, so one may write

$$\Delta G=\Delta H^\circ-T\left(\Delta S^\circ-R\ln Q\right).$$

Expansion does not weaken the A–B bond. It increases the entropy gained when one gas molecule becomes two, because each fragment has more volume available to it.

## How much dissociates

At equilibrium $\Delta G=0$. Define $K=\exp(-\Delta G^\circ/RT)$, so that the condition is $Q=K$:

$$\frac{\alpha^2}{1-\alpha^2}\frac{P}{p^\circ}=K.$$

Multiplying by $1-\alpha^2$ and collecting the terms in $\alpha^2$ gives

$$\alpha^2\left(K+\frac{P}{p^\circ}\right)=K,
\qquad
\alpha=\sqrt{\frac{K}{K+P/p^\circ}}.$$

The positive root is taken because $\alpha$ is a fraction. This point is a minimum of $G$: $\alpha^2/(1-\alpha^2)$ increases with $\alpha$, so the slope $\Delta G$ rises through zero once, from negative to positive.

What a positive $\Delta G^\circ$ does imply can now be stated. It means $K<1$, and hence $\alpha<1/\sqrt2$ for initially pure AB at a total pressure of 1 bar. That is a limit on the equilibrium fraction at one pressure, not a prohibition.

For the model, $K=\exp(-48.0/6.6516)=7.34\times10^{-4}$. At $10^{-3}$ bar,

$$\alpha=\sqrt{\frac{7.34\times10^{-4}}{7.34\times10^{-4}+10^{-3}}}=0.651.$$

The same formula gives:

| Total pressure (bar) | Fraction dissociated |
|---|---|
| $1$ | 0.027 |
| $10^{-1}$ | 0.085 |
| $10^{-2}$ | 0.262 |
| $10^{-3}$ | 0.651 |
| $10^{-4}$ | 0.938 |
| $10^{-5}$ | 0.993 |

Direct numerical minimization of the Gibbs energy of the mixture reproduces these fractions.

Two limits explain the pattern. If $P\gg Kp^\circ$, the term $K$ in the denominator can be neglected, and

$$\alpha\simeq\sqrt{\frac{Kp^\circ}{P}}.$$

A tenfold reduction of pressure then multiplies $\alpha$ by about $\sqrt{10}$, as it nearly does between 1 and 0.1 bar. If $P\ll Kp^\circ$, write $\alpha=(1+P/Kp^\circ)^{-1/2}$ and expand:

$$\alpha\simeq1-\frac{P}{2Kp^\circ}.$$

Here almost no precursor remains, and the fraction saturates. Between the limits, setting $\alpha=1/2$ gives $K=(1/3)P/p^\circ$, so half dissociation occurs at

$$P=3Kp^\circ=2.2\times10^{-3}\ \text{bar}.$$

## The sign depends on the reference pressure

The pressure $Kp^\circ$ is a property of the reaction at the given temperature; $K$ alone is not. Suppose a new standard pressure $p^{\circ\prime}$ is chosen. Each standard chemical potential changes by $RT\ln(p^{\circ\prime}/p^\circ)$, and the net change for the reaction is one such term:

$$\Delta G^{\circ\prime}=\Delta G^\circ+RT\ln\frac{p^{\circ\prime}}{p^\circ}.$$

Exponentiating $-\Delta G^{\circ\prime}/RT$ gives $K'=Kp^\circ/p^{\circ\prime}$, so $K'p^{\circ\prime}=Kp^\circ$. The equilibrium fraction depends on $P/(Kp^\circ)$ and is unchanged.

With a standard pressure of $10^{-4}$ bar, the model has $\Delta G^{\circ\prime}=-13.3$ kJ/mol. The sign has changed, yet the fraction at $10^{-3}$ bar is still 0.651. A sign that can be reversed by relabelling the reference state cannot by itself forbid a physical process. It tells whether $Kp^\circ$ is smaller or larger than the chosen reference pressure. The number $-13.3$ kJ/mol also appeared above for $\alpha=0.01$ at 1 bar; the two agree because $Q$ there was very nearly $10^{-4}$.

The temperature at which $\Delta G^\circ=0$ is equally tied to the reference pressure. For the model it is $160/0.140=1143$ K. It is not a threshold for dissociation. At half dissociation $Q=P/(3p^\circ)$, and the equilibrium condition is

$$\Delta H^\circ-T\Delta S^\circ+RT\ln\frac{P}{3p^\circ}=0,$$

which rearranges to

$$T_{1/2}=\frac{\Delta H^\circ}{\Delta S^\circ-R\ln(P/3p^\circ)}.$$

At 1 bar the logarithm is $-\ln3$, and the denominator is $140+9.1$ J/(mol K), giving 1073 K. At $10^{-3}$ bar the logarithm is $-\ln3000$, and the denominator is $140+66.6$ J/(mol K), giving 775 K. Even at the standard pressure, half the precursor is dissociated at a temperature where $\Delta G^\circ$ is still positive. The assumption of constant $\Delta H^\circ$ and $\Delta S^\circ$ matters here, since the temperatures span several hundred kelvin; for a real molecule heat capacities would shift these values.

## Dilution at atmospheric pressure

The logarithm contains partial pressures, so a low total pressure is not essential. Add $r$ moles of inert gas per initial mole of AB. The total amount becomes $1+\alpha+r$, and

$$Q=\frac{\alpha^2}{(1-\alpha)(1+\alpha+r)}\frac{P}{p^\circ}.$$

Set $Q=K$ and write $x=P/(Kp^\circ)$. Then

$$x\alpha^2=(1-\alpha)(1+\alpha+r)=1+r-r\alpha-\alpha^2,$$

or

$$(1+x)\alpha^2+r\alpha-(1+r)=0.$$

For $r=999$ and a total pressure of 1 bar, the initial precursor pressure is $10^{-3}$ bar. The positive root is $\alpha=0.565$. Without the carrier gas, the fraction at 1 bar was 0.027.

The result is somewhat below the 0.651 found for pure precursor at $10^{-3}$ bar. The reason follows from the volume. At constant total pressure, the pure gas expands by the factor $1+\alpha$ as it dissociates, which dilutes it further. In a large excess of carrier the volume hardly changes. With $p_0=P/(1+r)$ for the initial precursor pressure and $r\gg1$, the equilibrium condition becomes

$$\frac{\alpha^2}{1-\alpha}=\frac{Kp^\circ}{p_0}.$$

A closed vessel of fixed volume obeys the same law: there $p_{AB}=(1-\alpha)p_0$ and $p_A=p_B=\alpha p_0$, while minimizing the Helmholtz energy again requires $\mu_A+\mu_B=\mu_{AB}$.

This law can also be reached by counting molecules. If $n$ of $N$ precursor molecules have dissociated, the canonical weight of that state is

$$w_n=\frac{q_{AB}^{\,N-n}\,q_A^{\,n}\,q_B^{\,n}}{(N-n)!\,n!\,n!},$$

where the $q_i$ are single-molecule partition functions. The most probable $n$ is found from $w_{n+1}/w_n\simeq1$. For large numbers this gives

$$\frac{n^2}{N-n}=\frac{q_Aq_B}{q_{AB}}.$$

For an ideal gas $q_i=(Vp^\circ/k_BT)\exp(-\mu_i^\circ/RT)$, where $k_B$ is Boltzmann's constant, so the right side is $KVp^\circ/(k_BT)$. Inserting $n=\alpha N$ and $V=Nk_BT/p_0$ recovers the law above. The explicit sum for $N=4000$ gives a mean fraction of 0.565, in agreement with it. A bound molecule has one centre of mass to place in the volume, while two separate fragments have two. The ratio $q_Aq_B/q_{AB}$ is therefore proportional to $V$, and in a large enough volume per molecule this factor outweighs the energy cost of breaking the bond.

## When low pressure does not help

The argument depends on the increase in the number of gas molecules. Consider instead an exchange,

$$\mathrm{AB(g)}+\mathrm{C(g)}\rightleftharpoons\mathrm{AC(g)}+\mathrm{B(g)},$$

starting from one mole each of AB and C. At extent $\xi$, the mole fractions are $(1-\xi)/2$ for each reactant and $\xi/2$ for each product. All pressure factors cancel:

$$Q=\frac{\xi^2}{(1-\xi)^2}.$$

Setting this equal to $K$ and taking the positive square root gives

$$\frac{\xi}{1-\xi}=\sqrt K,\qquad \xi=\frac{\sqrt K}{1+\sqrt K}.$$

If this reaction is also assigned $\Delta G^\circ=48$ kJ/mol, its equilibrium extent is 0.026 both at 1 bar and at $10^{-5}$ bar. For it, a large positive $\Delta G^\circ$ does mean little conversion from this starting mixture, at any pressure within the ideal-gas model. In general, if the reaction changes the number of gas moles by $\Delta\nu$, multiplying all partial pressures by $\lambda$ adds $\Delta\nu\,RT\ln\lambda$ to $\Delta G$. Lower pressure favours dissociation, leaves exchange unaffected and disfavours association.

The count must include gases alone. If fragment A deposits as a pure solid, the reaction AB(g) ⇌ A(s) + B(g) has $\Delta\nu=0$. Apart from the small effect of pressure on the solid, its free energy depends on the ratio $p_B/p_{AB}$, not on the overall pressure. It also has a different $\Delta G^\circ$, because the standard state of A is different.

## Permission is not speed

A negative $\Delta G$ gives the direction of net reaction, not its rate. Suppose AB dissociates with first-order constant $k$, and A and B recombine with second-order constant $k_r$. At constant $T$ and $P$, the volume per initial mole is $V=(1+\alpha)RT/P$, so

$$\frac{d\alpha}{dt}=k(1-\alpha)-k_r\frac{\alpha^2}{V}.$$

Detailed balance requires the two rates to cancel at equilibrium. Since concentration is $p/RT$, this means $k/k_r=Kp^\circ/(RT)$. Substituting for $k_r$ and $V$, again with $x=P/(Kp^\circ)$, gives

$$\frac{d\alpha}{dt}
=k\left[(1-\alpha)-\frac{x\alpha^2}{1+\alpha}\right]
=\frac{k}{1+\alpha}\left[1-(1+x)\alpha^2\right].$$

The equilibrium fraction satisfies $\alpha_{\rm eq}^2=1/(1+x)$. Separating variables and putting $u=\alpha/\alpha_{\rm eq}$,

$$kt=\alpha_{\rm eq}\int_0^u\frac{du'}{1-u'^2}
+\alpha_{\rm eq}^2\int_0^u\frac{u'\,du'}{1-u'^2}
=\alpha_{\rm eq}\,\mathrm{artanh}\,u-\frac{\alpha_{\rm eq}^2}{2}\ln(1-u^2).$$

Choose a prefactor of $10^{13}$ s$^{-1}$ and an activation energy of 200 kJ/mol. At 800 K,

$$k=10^{13}\exp(-200/6.6516)=0.874\ \text{s}^{-1}.$$

In a residence time of 0.10 s at $10^{-3}$ bar, $kt$ is only 0.087, and the dissociated fraction reaches 0.083 instead of its equilibrium value of 0.651. Reaching 90% of the equilibrium value takes 1.5 s. A precursor may therefore pass through a short hot zone largely intact, but the reason is its rate constant and not the sign of $\Delta G^\circ$.

The chosen $k$ is held independent of pressure. In a real gas at low pressure, collisions may be too infrequent to keep the energetic molecules replenished, and $k$ then falls. Lower pressure can thus raise the equilibrium fraction while reducing the rate constant for dissociation. Whether a precursor dissociates in a given reactor needs both pieces of information: $\Delta G$ at the actual partial pressures, and the rate at the actual temperature, pressure and residence time. The numerical output below gives the values for this model to further digits.

## Values computed for the example and the checks

```
Standard reaction enthalpy: 160.0 kJ/mol
Standard reaction entropy: 140.0 J/(mol K)
Temperature: 800.0 K
RT: 6.6516 kJ/mol
Standard reaction free energy: 48.000 kJ/mol
Equilibrium constant K (p0 = 1 bar): 7.3448e-04
Equilibrium alpha at 1e+00 bar: 0.0271
Equilibrium alpha at 1e-01 bar: 0.0854
Equilibrium alpha at 1e-02 bar: 0.2616
Equilibrium alpha at 1e-03 bar: 0.6507
Equilibrium alpha at 1e-04 bar: 0.9382
Equilibrium alpha at 1e-05 bar: 0.9933
Square-root estimate of alpha at 1 bar: 0.0271
Pressure for half dissociation: 2.2035e-03 bar
Q at alpha 0.01, 1e+00 bar: 1.0001e-04
  RT ln Q: -61.263 kJ/mol
  reaction free energy: -13.263 kJ/mol
Q at alpha 0.20, 1e+00 bar: 4.1667e-02
  RT ln Q: -21.139 kJ/mol
  reaction free energy: 26.861 kJ/mol
Q at alpha 0.20, 1e-03 bar: 4.1667e-05
  RT ln Q: -67.086 kJ/mol
  reaction free energy: -19.086 kJ/mol
RT ln(1e-3): -45.947 kJ/mol
Alternative standard pressure: 1e-04 bar
Standard free energy there: -13.263 kJ/mol
Alpha at 1e-3 bar with that standard: 0.6507
Inert moles per initial mole AB: 999
Initial AB partial pressure in carrier: 1.0e-03 bar
Alpha in carrier at total 1 bar: 0.5652
Alpha at fixed volume, initial 1e-3 bar: 0.5651
Molecules in canonical sum: 4000
Alpha from canonical sum: 0.5651
Exchange extent at 1 bar: 0.0264
Exchange extent at 1e-5 bar: 0.0264
Temperature where dG0 = 0: 1142.9 K
Half-dissociation T at 1 bar: 1072.9 K
Half-dissociation T at 1e-3 bar: 774.6 K
Rate prefactor: 1.0e+13 1/s
Activation energy: 200.0 kJ/mol
Dissociation rate constant: 0.8742 1/s
Residence time: 0.10 s
Alpha after residence at 1e-3 bar: 0.0834
Time to 90% of equilibrium alpha: 1.498 s
```
